# Core polarization potentials: factorized integrals, Fock matrices and choice of settings, part 1

(Sections cited here and not found follow in the second part.)

The CPP used here is specified by \(\alpha\) and a cutoff parameter for each core, and a calculation has to decide which of its terms enter the self-consistent field (SCF).

## The operator that is switched on

A core that acquires a dipole \(\mathbf m\) pays \(m^2/2\alpha\) and gains \(-\mathbf m\cdot\mathbf E\). Setting the gradient \(\mathbf m/\alpha-\mathbf E\) to zero gives \(\mathbf m=\alpha\mathbf E\) and the energy \(\tfrac12\alpha E^2-\alpha E^2=-\tfrac12\alpha E^2\), which fixes the sign and the factor. Three assumptions enter. The core follows the instantaneous positions of the valence electrons (static \(\alpha\)), its response is linear and dipolar, and the induced dipoles of different cores do not polarize each other. A dipole \(\alpha E\) makes a field of order \(\alpha E/R^3\) at a core a distance \(R\) away, so the last assumption needs \(\alpha\ll R^3\).

Let core \(\lambda\) sit at \(\mathbf R_\lambda\) and let \(\boldsymbol\rho=\mathbf r-\mathbf R_\lambda\). A charge \(q\) at \(\boldsymbol\rho\) makes the field \(-q\boldsymbol\rho/\rho^3\) at the core, which is \(+\boldsymbol\rho/\rho^3\) for an electron and \(-Z\boldsymbol\rho/\rho^3\) for a nucleus or another core of net charge \(Z\). The point-dipole picture fails for a charge inside the core, and \(\int\rho^{-4}\rho^2d\rho\) diverges at the origin, so each field is damped:

\[ \mathbf f_\lambda(\mathbf r)=w(\rho)\frac{\boldsymbol\rho}{\rho^3},\qquad w(\rho)=1-e^{-\gamma\rho^2},\qquad \mathbf N_\lambda=\sum_{\mu\ne\lambda}Z_\mu\,\mathbf f_\lambda(\mathbf R_\mu), \]

\[ V=-\tfrac12\sum_\lambda\alpha_\lambda\Big|\sum_i\mathbf f_\lambda(\mathbf r_i)-\mathbf N_\lambda\Big|^2 . \]

In this model the same \(w\) is applied to nuclei. Since \(1-e^{-y}\le y\), the field is bounded, \(|\mathbf f|\le\gamma\). The cores contribute additively, so \(\lambda\) is dropped and a sum over cores is understood. With \(\mathbf f(i)=\mathbf f(\mathbf r_i)\), and with \(\sum_{i\ne j}=2\sum_{i<j}\) for a symmetric summand,

\[ \Big|\sum_i\mathbf f(i)-\mathbf N\Big|^2=\sum_i f(i)^2+2\sum_{i<j}\mathbf f(i)\cdot\mathbf f(j)-2\mathbf N\cdot\sum_i\mathbf f(i)+N^2 . \]

Multiplying by \(-\alpha/2\) sorts \(V\) into a one-electron operator, a pair operator and a constant:

\[ h=-\tfrac12\alpha f^2+\alpha\,\mathbf N\cdot\mathbf f,\qquad v_{12}=-\alpha\,\mathbf f(1)\cdot\mathbf f(2),\qquad E_0^{\rm CPP}=-\tfrac12\alpha N^2 . \]

The pair term is \(-\alpha w_1w_2\cos\theta_{12}/\rho_1^2\rho_2^2\). It lowers the energy when two electrons are on the same side of the core, where their fields add, and raises it when they are on opposite sides.

## Factorization of the two-electron integrals

For real basis functions \(\chi_\mu\) define, with \(k=x,y,z\), the symmetric matrices

\[ F^k_{\mu\nu}=\int\chi_\mu f_k\chi_\nu\,d^3r,\qquad Q_{\mu\nu}=\int\chi_\mu f^2\chi_\nu\,d^3r . \]

In \((\mu\nu|\kappa\sigma)=\iint\chi_\mu(1)\chi_\nu(1)\,v_{12}\,\chi_\kappa(2)\chi_\sigma(2)\) each term \(f_k(1)f_k(2)\) makes the integrand a function of \(\mathbf r_1\) times a function of \(\mathbf r_2\). Both factors are integrable because \(\mathbf f\) is bounded, so the six-dimensional integral is a product:

\[ (\mu\nu|\kappa\sigma)_{\rm CPP}=-\alpha\sum_kF^k_{\mu\nu}F^k_{\kappa\sigma}. \]

No fitting basis and no truncation is involved. The step requires that the damping of each electron depend on that electron alone, and a cutoff containing \(r_{12}\) would destroy it. The one-electron matrix is \(h=-\tfrac12\alpha Q+\alpha\sum_kN_kF^k\).

## Coulomb and exchange matrices

For a determinant of orthonormal real spin orbitals \(a,b\), a spin-free pair operator has the expectation value \(E_2=\tfrac12\sum_{ab}[(aa|bb)-(ab|ba)]\), and the exchange integral survives the spin integration for equal spins alone. Let \(C^s\) hold the occupied coefficients of spin \(s\), \(D^s=C^sC^{sT}\) and \(D=D^\uparrow+D^\downarrow\). With \(F^k_{ab}=\mathbf c_a^TF^k\mathbf c_b\), the cyclic property of the trace gives \(\sum_aF^k_{aa}=\operatorname{tr}DF^k\equiv d_k\), and for one spin \(\sum_{ab}F^k_{ab}F^k_{ba}=\operatorname{tr}D^sF^kD^sF^k\). Hence

\[ E_2=-\tfrac12\alpha\sum_k\Big[d_k^2-\sum_s\operatorname{tr}D^sF^kD^sF^k\Big]. \]

The Fock contribution is the derivative with respect to \(D^s\). A change \(\delta D^s\) gives \(\delta(d_k^2)=2d_k\operatorname{tr}F^k\delta D^s\). In the exchange trace \(D^s\) appears twice and the two variations are equal by cyclicity, so \(\delta\operatorname{tr}D^sF^kD^sF^k=2\operatorname{tr}F^kD^sF^k\,\delta D^s\). The factors 2 cancel the \(\tfrac12\):

\[ G^s=J[D]-K[D^s],\qquad J[D]=-\alpha\sum_kd_kF^k,\qquad K[D]=-\alpha\sum_kF^kDF^k . \]

For a closed shell \(D^s=D/2\) with \(D=2CC^T\). Linearity of \(K\) gives \(G=J[D]-\tfrac12K[D]\), and the spin sum is \(2\cdot\tfrac14\operatorname{tr}DF^kDF^k=\tfrac12\operatorname{tr}DF^kDF^k\). Inserting \(D=2CC^T\) and using the symmetry of \(F^k\) gives \(K=-2\alpha\sum_k(F^kC)(F^kC)^T\).

For one electron, \(D=\mathbf c\mathbf c^T\), so \(J\mathbf c=-\alpha\sum_k(\mathbf c^TF^k\mathbf c)F^k\mathbf c\) and \(K\mathbf c=-\alpha\sum_kF^k\mathbf c\,(\mathbf c^TF^k\mathbf c)\). These are equal, the occupied orbital feels no pair term, and its CPP energy comes from \(h\). Keeping \(J\) without \(K\) leaves a spurious self-polarization energy \(-\tfrac12\alpha|\mathbf d|^2\).

The procedure for \(n\) basis functions and \(n_{\rm occ}\) occupied orbitals is as follows.

1. Once per geometry and core, compute \(F^x,F^y,F^z,Q\) and \(\mathbf N\), add \(h\) to the core Hamiltonian and \(E_0^{\rm CPP}\) to the nuclear repulsion.
2. In each SCF cycle form the three traces \(d_k\) and add \(J\), at a cost of order \(n^2\) per core.
3. Form \(F^kC\) and add \(K\), at a cost of order \(n^2n_{\rm occ}\) per core (or \(n^3\) as \(F^kDF^k\)).

A correlated method transforms each \(F^k\) to the orbital basis and adds \(-\alpha\sum_kF^k_{pq}F^k_{rs}\) to \((pq|rs)\), since the transformation acts on each factor separately.

## Meaning of the energy terms

Adding \(\operatorname{tr}Dh\), \(E_2\) and the constant for a closed shell, and collecting \(|\mathbf d|^2-2\mathbf N\cdot\mathbf d+N^2\) into a square,

\[ \langle V\rangle=-\tfrac12\alpha\Big[|\mathbf d-\mathbf N|^2+\Delta\Big],\qquad\Delta=\operatorname{tr}DQ-\tfrac12\sum_k\operatorname{tr}DF^kDF^k . \]

The vector \(\mathbf d-\mathbf N\) is the mean damped field at the core. The bracket is the mean squared field, so \(\Delta\) is the variance of the field in the determinant. Over spatial occupied orbitals \(i,j\), \(\operatorname{tr}DQ=2\sum_{ik}\|f_k\phi_i\|^2\) and \(\tfrac12\operatorname{tr}DF^kDF^k=2\sum_{ij}(F^k_{ij})^2\). With \(P_{\rm occ}\) the projector on the occupied space, \(\sum_j(F^k_{ij})^2=\|P_{\rm occ}f_k\phi_i\|^2\), and

\[ \Delta=2\sum_{ik}\|(1-P_{\rm occ})f_k\phi_i\|^2\ge0 . \]

The mean-field term is the static polarization of the core. The variance term is its response to the fluctuating valence field, which is how the model represents core–valence correlation at the determinant level. The Coulomb energy \(-\tfrac12\alpha|\mathbf d|^2\) is non-positive, and the exchange energy \(+\alpha\sum_{ijk}(F^k_{ij})^2\) is non-negative.

Symmetry can remove the Coulomb part. If the density and the nuclear frame are invariant under the site group of the core, \(\mathbf d\) and \(\mathbf N\) are invariant vectors. At a \(T_d\) site the twofold rotation about \(x\) reverses the \(y\) and \(z\) components and the one about \(y\) reverses \(x\), so \(\mathbf d=\mathbf N=0\) and \(J=0\). The exchange term is a sum of squares that includes elements between occupied orbitals of different symmetry, such as \(a_1\) and \(t_2\), which the vector operator connects, and it remains.

## Why the fourth matrix is needed

Let \(S\) be the overlap matrix and \(P=\sum_{\mu\nu}|\chi_\mu\rangle(S^{-1})_{\mu\nu}\langle\chi_\nu|\) the projector on the basis. For \(\psi=\sum_\mu c_\mu\chi_\mu\), \(\mathbf c^TQ\mathbf c=\sum_k\langle f_k\psi|f_k\psi\rangle\) and \(\mathbf c^TF^kS^{-1}F^k\mathbf c=\langle f_k\psi|P|f_k\psi\rangle\). Because \((1-P)^2=1-P\),

\[ \mathbf c^T\Big(Q-\sum_kF^kS^{-1}F^k\Big)\mathbf c=\sum_k\|(1-P)f_k\psi\|^2\ge0 . \]

Replacing \(Q\) by the product form therefore underestimates the variance unless every \(f_k\phi_i\) lies in the basis. Since \(P-P_{\rm occ}\) projects on the virtual orbitals \(a\) of the basis, the substitute keeps \(2\sum_{kia}(F^k_{ia})^2\). Enlarging the resolving basis enlarges the range of \(P\), so the deficit cannot grow.

## One-electron integrals

Differentiating \(\int_0^\infty e^{-t^2u}dt=\tfrac12\sqrt{\pi/u}\) with respect to \(u\) gives \(\int_0^\infty t^2e^{-t^2u}dt=\tfrac14\sqrt\pi\,u^{-3/2}\). Setting \(u=\rho^2\) and multiplying by \(w\rho_k\),

\[ f_k=\frac4{\sqrt\pi}\int_0^\infty t^2\Big[\rho_ke^{-t^2\rho^2}-\rho_ke^{-(t^2+\gamma)\rho^2}\Big]dt . \]

Each term is an unnormalized p Gaussian on the core, so \(F^k\) is a weighted sum of three-centre overlap integrals, for any angular momentum of \(\chi_\mu,\chi_\nu\). Put \(t=e^x\), \(dt=t\,dx\), and use the trapezoid rule with step \(\eta\), so that node \(t_j\) has the weight \(4\eta t_j^3/\sqrt\pi\). By Poisson summation the error is the sum of the Fourier components of \(\varphi(x)=e^{3x}\exp(-\rho^2e^{2x})\) at \(\omega=2\pi m/\eta\), \(m\ne0\). The substitution \(y=\rho^2e^{2x}\), \(dx=dy/2y\), gives \(\hat\varphi(\omega)=\tfrac12\rho^{-3+i\omega}\,\Gamma(\tfrac32-\tfrac{i\omega}2)\). With \(b=\pi/\eta\), the recurrence \(\Gamma(z+1)=z\Gamma(z)\) and the reflection formula \(|\Gamma(\tfrac12+ib)|^2=\pi/\cosh\pi b\) give \(|\Gamma(\tfrac32-ib)|^2=(\tfrac14+b^2)\pi/\cosh\pi b\). Dividing by \(\Gamma(\tfrac32)=\sqrt\pi/2\), taking \(\cosh\pi b\approx\tfrac12e^{\pi b}\) and \(b\gg\tfrac12\), and adding \(m=\pm1\), the error relative to \(w/\rho^3\) has the amplitude

\[ 4\sqrt2\,\frac\pi\eta\,e^{-\pi^2/2\eta}, \]

independent of \(\rho\), and of \(\gamma\) because \(w\) is a common factor of the two terms. Cutting the range at \(t_{\min}\) omits at most \(t_{\min}^3/3\) out of \(\sqrt\pi/4\rho^3\), so \(t_{\min}\rho\) must be small over the extent of the basis. Cutting at \(t_{\max}\) spoils the region \(\rho\lesssim1/t_{\max}\), whose weight is small because \(|\mathbf f|\le\gamma\) there and its volume scales as \(t_{\max}^{-3}\).

For s functions the integral closes. The Gaussian product rule reduces \(\chi_\mu\chi_\nu\) to a constant times \(e^{-p|\boldsymbol\rho-\mathbf R|^2}\), with \(\mathbf R\) measured from the core. Completing the square, \(s\rho^2+p|\boldsymbol\rho-\mathbf R|^2=(p+s)|\boldsymbol\rho-\tfrac{p}{p+s}\mathbf R|^2+\tfrac{ps}{p+s}R^2\), and the mean of \(\rho_k\) over the resulting Gaussian is its centre, so

\[ \int\rho_ke^{-s\rho^2}e^{-p|\boldsymbol\rho-\mathbf R|^2}d^3\rho=\frac{pR_k}{p+s}\Big(\frac\pi{p+s}\Big)^{3/2}e^{-psR^2/(p+s)} . \]

The CPP has been reduced to four one-electron matrices per core, with its Fock and energy terms, and the field integrals \(F^k\) to overlaps with p Gaussians. What remains is the closed form of \(F^k\) for s functions, the integrals for \(Q\), the methane example and the practical guidance drawn from it.
